# Orbital rotations and stationarity conditions in the Perdew-Zunger self-interaction correction: a numerical check

```python
# Perdew-Zunger correction for two same-spin orbitals, Hartree atomic units.
# E = E_DFA[n] + E_SIC, E_SIC = -sum_i W[n_i], W = U + E_xc[n_i,0], n_i = |phi_i|^2,
# V_i = -dW/dn at n_i, H_i = H_0 + V_i, lam[j,i] = <j|H_i|i>, Slater E_x = -CX int n^(4/3).
# Rotation: phi1 = cos(t) a + e^{i al} sin(t) b, phi2 = -e^{-i al} sin(t) a + cos(t) b.
# Tested: E_DFA is invariant, E_SIC is not; dE/dt = 2 Re[e^{i al} G] with
# G = <1|V1-V2|2> = conj(lam21) - lam12; minima have G = 0 (Pederson condition, lam
# Hermitian); G = 0 also at maxima and by symmetry; formulas for the curvatures.
# s = (a^2+b^2)/2, d = (a^2-b^2)/2, p = ab; (f|g) is the Coulomb integral.
import numpy as np
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.special import binom
from scipy.constants import physical_constants
from pyscf import gto, dft
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
CX = 0.75*(6/np.pi)**(1/3)
def slater(n): return -CX*n*np.cbrt(n), -4/3*CX*np.cbrt(n)
def noxc(n): return 0*n, 0*n
def lib(name):
    def f(n):
        e, v = libxc.eval_xc(name, (n, 0*n), spin=1)[:2]
        return e*n, v[0][:, 0]
    return f

class Model:
    """integrals and grid values in the orthonormal basis given by the columns of X"""
    def __init__(s, mol, coords, w, X, tol):
        s.nb = X.shape[1]; s.w = w
        s.h = X.T@(mol.intor('int1e_kin')+mol.intor('int1e_nuc'))@X
        e = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X, optimize=True)
        s.eri = e.reshape(s.nb**2, s.nb**2)
        s.chi = mol.eval_gto('GTOval', coords)@X
        assert abs(s.chi.T@(w[:, None]*s.chi)-np.eye(s.nb)).max() < tol
    def hxc(s, C, xc, mat=False):
        P = (C@C.conj().T).real.ravel(); J = s.eri@P
        e, v = xc((abs(s.chi@C)**2).sum(1))
        if mat: return J.reshape(s.nb, s.nb)+s.chi.T@((s.w*v)[:, None]*s.chi)
        return 0.5*P@J+s.w@e
    def edfa(s, C, xc=slater): return np.trace(C.conj().T@s.h@C).real+s.hxc(C, xc)
    def esic(s, C, xc=slater): return -s.hxc(C[:, :1], xc)-s.hxc(C[:, 1:], xc)
    def etot(s, C, xc=slater): return s.edfa(C, xc)+s.esic(C, xc)
    def V(s, C, xc=slater): return [-s.hxc(C[:, i:i+1], xc, True) for i in (0, 1)]
    def G(s, C, xc=slater):
        V1, V2 = s.V(C, xc); return C[:, 0].conj()@(V1-V2)@C[:, 1]
    def HC(s, C, xc=slater):
        H0 = s.h+s.hxc(C, xc, True); V = s.V(C, xc)
        return np.stack([(H0+V[i])@C[:, i] for i in (0, 1)], 1)
    def coul(s, C):
        a, b = C.T
        D = 0.5*(np.outer(a, a)-np.outer(b, b)).ravel(); S = 0.5*(C@C.T).ravel()
        Pm = 0.5*(np.outer(a, b)+np.outer(b, a)).ravel()
        return S@s.eri@S, D@s.eri@D, Pm@s.eri@Pm, D@s.eri@Pm
    def curv(s, C):
        """(real, imaginary) curvature from the formulas, checked by second differences"""
        V1, V2 = s.V(C); a, b = C.T; fa, fb = (s.chi@C).T
        ki = 2*(a@(V2-V1)@a+b@(V1-V2)@b)
        loc = s.w@(fb**2*abs(fa)**(2/3)+fa**2*abs(fb)**(2/3))
        kr = ki-4*(2*s.coul(C)[2]-4/9*CX*loc)
        t = 1e-3  # the |phi|^(8/3) cusp at nodes makes the difference error of order t^(5/3)
        for k, al in ((kr, 0.0), (ki, np.pi/2)):
            fd = (s.esic(rot(C, t, al))+s.esic(rot(C, -t, al))-2*s.esic(C))/t**2
            assert abs(fd-k) < 2e-4
        return kr, ki
    def complex_min(s, C, starts):
        """energy-only search over complex rotations, then the Pederson residual"""
        R = lambda k: rot(C, np.hypot(*k), np.arctan2(k[1], k[0]))
        best = min((minimize(lambda k: s.esic(R(k)), k0, method='Nelder-Mead',
                    options=dict(xatol=1e-8, fatol=1e-14, maxiter=400)) for k0 in starts),
                   key=lambda r: r.fun)
        assert abs(s.G(R(best.x))) < 1e-6
        t, al = np.hypot(*best.x), np.arctan2(best.x[1], best.x[0])
        return best.fun, abs(np.cos(2*t)), abs(np.sin(2*t)*np.cos(al))

def rot(C, t, al=0.0):
    ph = np.exp(1j*al) if al != 0.0 else 1.0
    return C@np.array([[np.cos(t), -np.conj(ph)*np.sin(t)], [ph*np.sin(t), np.cos(t)]])
def lowdin(X):
    e, u = np.linalg.eigh(X.T@X); return X@(u/np.sqrt(e))@u.T

# ---------- He 1s2s triplet, exchange-only LSDA ----------
NB, A0, RAT = 14, 0.006, 2.5
he = gto.M(atom='He 0 0 0', basis={'He': [[0, [A0*RAT**k, 1.0]] for k in range(NB)]},
           spin=2, verbose=0)
x = np.linspace(np.log(1e-5), np.log(50.0), 3000); r = np.exp(x)
xyz = np.zeros((r.size, 3)); xyz[:, 2] = r; wr = 4*np.pi*r**3*(x[1]-x[0])
e, u = np.linalg.eigh(he.intor('int1e_ovlp')); X = (u/np.sqrt(e))@u.T
m0 = Model(he, xyz, wr, X, 1e-8); F = m0.h.copy()
for it in range(400):
    eps, U = np.linalg.eigh(F); Fn = m0.h+m0.hxc(U[:, :2], slater, True); F = 0.6*F+0.4*Fn
assert abs(U[:, 2:].T@Fn@U[:, :2]).max() < 1e-7
U = U*np.sign(m0.chi[0]@U)
m = Model(he, xyz, wr, X@U, 1e-8); C0 = np.eye(NB)[:, :2]
ntest = np.logspace(-6, 2, 30)
for mine, ref in zip(slater(ntest), lib('LDA,')(ntest)):
    assert np.allclose(mine, ref, rtol=1e-7)
print(f"C_x = {CX:.6f}; 1 hartree = {EV:.4f} eV")
print(f"He triplet: {NB} s Gaussians, exponents {A0}*{RAT}^k bohr^-2")
print(f"KS: E_DFA = {m.edfa(C0):.6f} Ha, eps1 = {eps[0]:.5f} Ha, eps2 = {eps[1]:.5f} Ha")
ss, dd, pp, dp = m.coul(C0)
print(f"(s|s) = {ss:.6f}, (d|d) = {dd:.6f}, (p|p) = {pp:.6f}, (d|p) = {dp:.6f} Ha")
for t in (0.0, 0.2, 0.4, np.pi/4, 1.2):
    Ct = rot(C0, t); sumU = -m.esic(Ct, noxc)
    assert abs(sumU-(ss+0.5*(dd+pp)+0.5*(dd-pp)*np.cos(4*t)+dp*np.sin(4*t))) < 1e-11
    assert abs(m.edfa(Ct)-m.edfa(C0)) < 1e-11
    assert abs(m.esic(rot(C0, t+np.pi/2))-m.esic(Ct)) < 1e-11
    print(f"theta = {t:.4f} rad: sumU = {sumU:.6f}, E_SIC = {m.esic(Ct):.6f}, G = {m.G(Ct):+.6f} Ha")
# ray x = 0, z = tau through the disc of complex rotations
fa, fb = m.chi[:, 0], m.chi[:, 1]; sg, dg = 0.5*(fa**2+fb**2), 0.5*(fa**2-fb**2)
ck = [-2*CX*binom(4/3, 2*k)*(wr@(sg**(4/3)*(dg/sg)**(2*k))) for k in range(25)]
assert all(c < 0 for c in ck)
sumW = lambda tau: -m.esic(rot(C0, 0.5*np.arccos(tau), np.pi/2))
assert abs(sumW(0.5)-(ss+0.25*dd+sum(c*0.5**(2*k) for k, c in enumerate(ck)))) < 1e-10
g2 = lambda tau: (sumW(tau)-sumW(0.0))/tau**2
c4 = (g2(0.1)-g2(0.05))/(0.1**2-0.05**2)
assert abs(c4/ck[2]-1) < 0.01   # the tau^6 term contributes below half a percent
print(f"binom(4/3,2) = {binom(4/3,2):.6f}, binom(4/3,4) = {binom(4/3,4):.6f}")
print(f"ray: sumW(0) = {sumW(0.0):.6f}, c2 = {dd+ck[1]:+.6f}, c4 = {ck[2]:+.6f} Ha")
print(f"c4 from energy differences = {c4:+.6f} Ha")
# first derivatives at complex orbitals
rng = np.random.default_rng(1); Cz = rot(C0, 0.3, 0.7)*np.exp(1j*np.array([0.4, -0.9])); hh = 1e-5
dl = (rng.normal(size=(NB, 2))+1j*rng.normal(size=(NB, 2)))/(1+abs(eps))[:, None]
for name, xc in (('Slater', slater), ('Slater+VWN', lib('LDA,VWN'))):
    HC = m.HC(Cz, xc); L = Cz.conj().T@HC; G = m.G(Cz, xc)
    fd = (m.etot(Cz+hh*dl, xc)-m.etot(Cz-hh*dl, xc))/(2*hh)
    assert abs(fd-2*np.sum(dl.conj()*HC).real) < 1e-6
    out = []
    for al in (0.0, np.pi/2):
        fd = (m.etot(rot(Cz, hh, al), xc)-m.etot(rot(Cz, -hh, al), xc))/(2*hh); out.append(fd)
        assert abs(fd-2*(np.exp(1j*al)*G).real) < 1e-7
        assert abs(fd-2*(np.exp(1j*al)*(L[1, 0].conj()-L[0, 1])).real) < 1e-7
    assert abs(G.real) > 1e-4 and abs(G.imag) > 1e-4
    print(f"{name}: 2ReG = {2*G.real:+.7f}, diff {out[0]:+.7f}; -2ImG = {-2*G.imag:+.7f}, diff {out[1]:+.7f} Ha/rad")
# extrema on the real circle: energies alone against roots of G
th = np.linspace(-np.pi/4, np.pi/4, 200, endpoint=False); dt = th[1]-th[0]
Es = np.array([m.esic(rot(C0, t)) for t in th]); ext = {}
for name, sgn in (('min', 1), ('max', -1)):
    t0 = th[np.argmin(sgn*Es)]
    te = minimize_scalar(lambda t: sgn*m.esic(rot(C0, t)), bounds=(t0-2*dt, t0+2*dt),
                         method='bounded', options=dict(xatol=1e-10)).x
    tr = brentq(lambda t: m.G(rot(C0, t)), t0-2*dt, t0+2*dt, xtol=1e-13)
    assert abs(te-tr) < 1e-5
    kr, ki = m.curv(rot(C0, tr)); assert sgn*kr > 0
    ext[name] = (tr, m.esic(rot(C0, tr)))
    print(f"{name}: theta(energy) = {te:+.6f}, theta(G=0) = {tr:+.6f} rad, E_SIC = {ext[name][1]:.6f} Ha")
    print(f"{name}: curvature real = {kr:+.5f}, imaginary = {ki:+.5f} Ha/rad^2")
spread = ext['max'][1]-ext['min'][1]; assert spread > 1e-3
print(f"spread over real rotations = {spread:.6f} Ha = {spread*EV:.4f} eV")
print(f"E(KS space): theta=0 {m.etot(C0):.6f} Ha, theta_min {m.etot(rot(C0, ext['min'][0])):.6f} Ha")
# full minimization from energy values only
scale = 1/np.sqrt(eps[2:, None]-eps[None, :2])
orb = lambda y: rot(lowdin(np.vstack([np.eye(2), y[1:].reshape(-1, 2)*scale])), y[0])
fE = lambda y: m.etot(orb(y)); I = np.eye(1+2*(NB-2))*1e-4
y0 = np.zeros(len(I)); y0[0] = ext['min'][0]
res = minimize(fE, y0, jac=lambda y: np.array([(fE(y+v)-fE(y-v))/2e-4 for v in I]),
               method='BFGS', options=dict(gtol=1e-8, maxiter=250))
Cm = orb(res.x); HC = m.HC(Cm); L = Cm.T@HC
assert np.linalg.norm(HC-Cm@L) < 5e-5 and abs(L[0, 1]-L[1, 0]) < 2e-6
assert abs(L[0, 1]) > 1e-3
print(f"full min: E = {res.fun:.6f} Ha = {res.fun*EV:.3f} eV, E_SIC = {m.esic(Cm):.6f} Ha")
print(f"lam11 = {L[0,0]:.6f}, lam22 = {L[1,1]:.6f}, lam12 = {L[0,1]:+.6f}, lam21 = {L[1,0]:+.6f} Ha")
print(f"|lam12-lam21| = {abs(L[0,1]-L[1,0]):.1e} Ha, orbital residual = {np.linalg.norm(HC-Cm@L):.1e} Ha")
ev = np.linalg.eigvalsh(0.5*(L+L.T))
print(f"eigenvalues of lam = {ev[0]:.6f}, {ev[1]:.6f} Ha; upper = {ev[1]*EV:.3f} eV")
kr, ki = m.curv(Cm)
print(f"full min: curvature real = {kr:+.5f}, imaginary = {ki:+.5f} Ha/rad^2")
ec, zc, xc_ = m.complex_min(Cm, [(0.03, 0.05), (0.2, 0.6), (-0.5, 0.4)])
if ki < 0: assert ec < m.esic(Cm)-1e-9
print(f"complex min in that space: E_SIC = {ec:.6f} Ha, |z| = {zc:.4f}, |x| = {xc_:.4f}")
# a solution of the orbital equation alone, started 0.2 rad away
Cn = rot(Cm, 0.2)
for it in range(1500):
    HC = m.HC(Cn); L = Cn.T@HC; Rr = HC-Cn@L
    if np.linalg.norm(Rr) < 1e-9: break
    step = np.zeros_like(Cn)
    for a in range(2, NB): step[a] = np.linalg.solve(eps[a]*np.eye(2)-0.5*(L+L.T), Rr[a])
    Cn = lowdin(Cn-0.8*step)
assert np.linalg.norm(Rr) < 1e-8
fd = (m.etot(rot(Cn, hh))-m.etot(rot(Cn, -hh)))/(2*hh)
assert abs(fd-2*(L[1, 0]-L[0, 1])) < 1e-7 and abs(fd) > 1e-3 and m.etot(Cn) > res.fun+1e-4
print(f"orbital equation only: E = {m.etot(Cn):.6f} Ha, lam12 = {L[0,1]:+.6f}, lam21 = {L[1,0]:+.6f} Ha")
print(f"  excess energy = {m.etot(Cn)-res.fun:.6f} Ha, dE/dtheta = {fd:+.6f} Ha/rad")

# ---------- triplet H2, STO-3G: a = sigma_g, b = sigma_u ----------
for R in (2.0, 5.0):
    h2 = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], unit='Bohr',
               basis='sto-3g', spin=2, verbose=0)
    gr = dft.gen_grid.Grids(h2); gr.level = 4; gr.build()
    S = h2.intor('int1e_ovlp')[0, 1]
    Xg = np.array([[1, -1], [1, 1]])/np.sqrt(2*np.array([1+S, 1-S]))
    mh = Model(h2, gr.coords, gr.weights, Xg, 1e-4); B = np.eye(2); Bl = rot(B, np.pi/4)
    assert abs(mh.G(B)) < 1e-9 and abs(mh.G(Bl)) < 1e-9 and abs(mh.G(rot(B, 0.3))) > 1e-4
    print(f"H2 triplet R = {R} bohr: overlap = {S:.5f}, E_DFA = {mh.edfa(B)+1/R:.5f} Ha")
    for name, Cq in (('canonical', B), ('localized', Bl)):
        kr, ki = mh.curv(Cq)
        print(f"  {name}: E_SIC = {mh.esic(Cq):+.5f} Ha, curv real {kr:+.4f}, imag {ki:+.4f} Ha/rad^2")
    ec, zc, xc_ = mh.complex_min(B, [(0.76, 0.08), (0.2, 0.6), (0.05, 0.05)])
    if ki < 0: assert ec < mh.esic(Bl)-1e-9
    print(f"  centre (q=0): E_SIC = {mh.esic(rot(B, np.pi/4, np.pi/2)):+.5f} Ha")
    print(f"  complex min: E_SIC = {ec:+.5f} Ha, |z| = {zc:.4f}, |x| = {xc_:.4f}")
    dE = mh.esic(Bl)-mh.esic(B)
    print(f"  localized - canonical = {dE:+.5f} Ha = {dE*EV:+.3f} eV")
assert dE < 0 and mh.curv(B)[0] < 0   # stretched case: canonical orbitals are a real maximum

# ---------- p_x, p_y Gaussians, exponent 1 bohr^-2 ----------
pm = gto.M(atom='He 0 0 0', basis={'He': [[1, [1.0, 1.0]]]}, verbose=0)
xr, w1 = np.polynomial.legendre.leggauss(40); rr, w1 = 3*(xr+1), 3*w1
ct, w2 = np.polynomial.legendre.leggauss(32); ph = (np.arange(200)+0.5)*2*np.pi/200
Rg, Cg, Pg = np.meshgrid(rr, ct, ph, indexing='ij'); Sg = np.sqrt(1-Cg**2)
co = np.stack([Rg*Sg*np.cos(Pg), Rg*Sg*np.sin(Pg), Rg*Cg], -1).reshape(-1, 3)
wp = (((w1*rr**2)[:, None, None]*w2[None, :, None])*np.full(200, 2*np.pi/200)).ravel()
mp = Model(pm, co, wp, np.eye(3)[:, :2], 1e-7); B = np.eye(2)
ss, dd, pp, dp = mp.coul(B)
assert abs(dd-pp) < 1e-12 and abs(dp) < 1e-12
for t in (0.123, 0.5, 0.9): assert abs(mp.esic(rot(B, t))-mp.esic(B)) < 1e-6
epm = mp.esic(rot(B, np.pi/4, np.pi/2)); assert abs(epm-mp.esic(B)) > 1e-4
print(f"p Gaussians, exponent 1 bohr^-2: (s|s) = {ss:.6f}, (d|d) = {dd:.6f}, (p|p) = {pp:.6f} Ha")
print(f"E_SIC(px,py) = {mp.esic(B):+.6f} Ha, rotated 0.5 rad = {mp.esic(rot(B, 0.5)):+.6f} Ha")
print(f"E_SIC(p+,p-) = {epm:+.6f} Ha, difference = {epm-mp.esic(B):+.6f} Ha = {(epm-mp.esic(B))*EV:+.3f} eV")
print("all tests passed")
```

It prints:

```
C_x = 0.930526; 1 hartree = 27.2114 eV
He triplet: 14 s Gaussians, exponents 0.006*2.5^k bohr^-2
KS: E_DFA = -2.077208 Ha, eps1 = -1.20769 Ha, eps2 = -0.08941 Ha
(s|s) = 0.494683, (d|d) = 0.208897, (p|p) = 0.018871, (d|p) = 0.057034 Ha
theta = 0.0000 rad: sumU = 0.703580, E_SIC = -0.096531, G = -0.037823 Ha
theta = 0.2000 rad: sumU = 0.715676, E_SIC = -0.097082, G = +0.029973 Ha
theta = 0.4000 rad: sumU = 0.662802, E_SIC = -0.073416, G = +0.088502 Ha
theta = 0.7854 rad: sumU = 0.513553, E_SIC = -0.000196, G = +0.056314 Ha
theta = 1.2000 rad: sumU = 0.560065, E_SIC = -0.029452, G = -0.107621 Ha
binom(4/3,2) = 0.222222, binom(4/3,4) = 0.020576
ray: sumW(0) = -0.003560, c2 = +0.112806, c4 = -0.007907 Ha
c4 from energy differences = -0.007936 Ha
Slater: 2ReG = -0.0934450, diff -0.0934450; -2ImG = +0.1056081, diff +0.1056081 Ha/rad
Slater+VWN: 2ReG = -0.0885606, diff -0.0885606; -2ImG = +0.1011579, diff +0.1011579 Ha/rad
min: theta(energy) = +0.100116, theta(G=0) = +0.100116 rad, E_SIC = -0.100262 Ha
min: curvature real = +0.70628, imaginary = +0.50003 Ha/rad^2
max: theta(energy) = -0.662695, theta(G=0) = -0.662695 rad, E_SIC = 0.006903 Ha
max: curvature real = -0.97078, imaginary = -0.03275 Ha/rad^2
spread over real rotations = 0.107165 Ha = 2.9161 eV
E(KS space): theta=0 -2.173739 Ha, theta_min -2.177470 Ha
full min: E = -2.179404 Ha = -59.305 eV, E_SIC = -0.104088 Ha
lam11 = -1.714141, lam22 = -0.189175, lam12 = +0.130089, lam21 = +0.130089 Ha
|lam12-lam21| = 9.2e-10 Ha, orbital residual = 1.2e-08 Ha
eigenvalues of lam = -1.725159, -0.178157 Ha; upper = -4.848 eV
full min: curvature real = +0.71813, imaginary = +0.50928 Ha/rad^2
complex min in that space: E_SIC = -0.104088 Ha, |z| = 1.0000, |x| = 0.0000
orbital equation only: E = -2.167992 Ha, lam12 = +0.330156, lam21 = +0.385941 Ha
  excess energy = 0.011412 Ha, dE/dtheta = +0.111569 Ha/rad
H2 triplet R = 2.0 bohr: overlap = 0.46278, E_DFA = -0.67048 Ha
  canonical: E_SIC = -0.03911 Ha, curv real -0.7041, imag -0.0633 Ha/rad^2
  localized: E_SIC = -0.11499 Ha, curv real +0.5104, imag +0.2340 Ha/rad^2
  centre (q=0): E_SIC = -0.04533 Ha
  complex min: E_SIC = -0.11499 Ha, |z| = 0.0000, |x| = 1.0000
  localized - canonical = -0.07587 Ha = -2.065 eV
H2 triplet R = 5.0 bohr: overlap = 0.03747, E_DFA = -0.82223 Ha
  canonical: E_SIC = +0.04094 Ha, curv real -1.3679, imag -0.0028 Ha/rad^2
  localized: E_SIC = -0.11052 Ha, curv real +0.7167, imag +0.6429 Ha/rad^2
  centre (q=0): E_SIC = +0.04065 Ha
  complex min: E_SIC = -0.11052 Ha, |z| = 0.0000, |x| = 1.0000
  localized - canonical = -0.15146 Ha = -4.121 eV
p Gaussians, exponent 1 bohr^-2: (s|s) = 0.865091, (d|d) = 0.056419, (p|p) = 0.056419 Ha
E_SIC(px,py) = -0.042620 Ha, rotated 0.5 rad = -0.042620 Ha
E_SIC(p+,p-) = -0.082589 Ha, difference = -0.039969 Ha = -1.088 eV
all tests passed
```
